# Hard-wall roughness and the mean confining force in a subband, part 1

(Sections cited here and not found follow in the second part.)

## First half: the wall, one state and two states

**Q.** You want to treat scattering from a rough interface with an infinitely high wall. When such a wall moves, the potential changes by an infinite amount at a place where the wavefunction vanishes. What is the matrix element of that?

**A.** It has a finite limit, which is found by starting from a finite step. Let \(z\) be the distance from the interface and \(m\) the mass for motion along \(z\). Inside, at \(z>0\), the potential energy is \(V(z)\), finite at the wall for the moment. Outside it is a constant \(U\), and the mass is the same on both sides. A bound state of this one-dimensional problem can be taken real, and I normalize it:

\[
-\frac{\hbar^2}{2m}\psi''+V\psi=E\psi ,\qquad \int\psi^2\,dz=1 .
\]

Here a prime on a function of \(z\) is a derivative. Write \(S=U-V(0)\) for the height of the step. If the interface moves inward by a small \(\Delta>0\), the potential in the strip \(0<z<\Delta\) rises from \(V\) to \(U\). To first order in \(\Delta\) the energy changes by

\[
\int_0^{\Delta}(U-V)\psi^2dz = S\,\Delta\,\psi(0)^2 .
\]

For \(\Delta<0\) the strip lies outside and its potential is lowered by \(S\), so the same expression holds with its sign.

Outside, the Schrödinger equation reads \(\psi''=\kappa^2\psi\), with \(\hbar^2\kappa^2/2m=U-E\). The solution that decays towards \(z\to-\infty\) is \(\psi(0)e^{\kappa z}\), so its slope at the interface is \(\kappa\psi(0)\). With equal masses the slope is continuous, hence \(\psi(0)=\psi'(0)/\kappa\), and

\[
S\,\psi(0)^2=\frac{S}{\kappa^2}\,\psi'(0)^2
=\frac{\hbar^2}{2m}\,\psi'(0)^2\;\frac{U-V(0)}{U-E}.
\]

As \(U\to\infty\) the last fraction tends to one and \(\psi'(0)\) tends to the slope of the hard-wall state. The product of infinity and zero becomes

\[
M=\frac{\hbar^2}{2m}\,\psi'(0)^2 ,
\]

an energy per unit length of wall displacement.

**Q.** Where is the scattering? You have moved a flat wall.

**A.** Let the displacement depend on the in-plane position \(\mathbf r\). To first order the perturbation is \(S\,\Delta(\mathbf r)\,\delta(z)\). Between plane waves \(\mathbf k\) and \(\mathbf k'=\mathbf k+\mathbf q\) on an area \(A\), the in-plane integral gives

\[
\Delta_{\mathbf q}=\frac1A\int\Delta(\mathbf r)\,e^{-i\mathbf q\cdot\mathbf r}\,d^2r .
\]

The matrix element within one subband is therefore \(\Delta_{\mathbf q}M\). The roughness supplies \(\Delta_{\mathbf q}\) and the subband state supplies \(M\). Screening by the other electrons is not yet included.

**Q.** Does the limit work in a case that is not a textbook potential?

**A.** Take \(\hbar=m=1\), with all quantities in atomic units, and

\[
V(z)=z+0.3z^2+1.5\,e^{-(z-2)^2}.
\]

The hard-wall ground state has \(M=2.3822\). For barriers \(U=100\), \(1000\) and \(10000\), the product \(S\psi(0)^2\) is 2.2981, 2.3564 and 2.3741. The shortfalls from the hard-wall value are 0.0842, 0.0258 and 0.0081. Each tenfold rise of \(U\) reduces the shortfall by a factor near \(\sqrt{10}\). That is the expected behaviour of a correction proportional to \(1/\kappa\), and the boundary condition \(\psi(0)=\psi'(0)/\kappa\) does differ from \(\psi(0)=0\) at first order in \(1/\kappa\).

**Q.** The slope at the wall is a property of one point. Can it be related to anything that involves the whole state?

**A.** Yes. Take the hard wall from now on, so \(\psi(0)=0\) and the state lives on \(z>0\). Multiply the Schrödinger equation by \(\psi'\):

\[
-\frac{\hbar^2}{2m}\psi''\psi'+V\psi\psi'=E\psi\psi' .
\]

Since \(\psi''\psi'=\tfrac12(\psi'^2)'\) and \(\psi\psi'=\tfrac12(\psi^2)'\), two of the three terms are total derivatives. The potential term is integrated by parts:

\[
\int_0^\infty V\psi\psi'\,dz=\tfrac12\Big[V\psi^2\Big]_0^\infty-\tfrac12\int_0^\infty V'\psi^2dz .
\]

The integrated equation is then

\[
-\frac{\hbar^2}{4m}\Big[\psi'^2\Big]_0^\infty+\frac12\Big[V\psi^2\Big]_0^\infty
-\frac12\int_0^\infty V'\psi^2dz=\frac E2\Big[\psi^2\Big]_0^\infty .
\]

For a bound state \(\psi\), \(\psi'\) and \(V\psi^2\) vanish at infinity. At the wall \(\psi^2\) vanishes, and so does \(V\psi^2\) if \(V\) is finite there. One boundary value survives. In the first bracket it enters as \(-\psi'(0)^2\), which the prefactor turns positive:

\[
\frac{\hbar^2}{4m}\psi'(0)^2-\frac12\int_0^\infty V'\psi^2dz=0 .
\]

Multiplying by two gives

\[
\boxed{\;\frac{\hbar^2}{2m}\psi'(0)^2=\int_0^\infty V'(z)\,\psi^2\,dz\equiv\langle V'\rangle\;}
\]

The force on the electron inside is \(-V'\). A positive \(V'\) pushes it towards the wall, so \(\langle V'\rangle\) is the mean confining force, counted positive towards the wall.

**Q.** I object to the word "mean force". In a stationary state the mean momentum does not change, so the mean force must be zero.

**A.** The total force is zero. The force in the identity leaves out the reaction of the wall. The finite step shows the balance. Its full potential \(W\) has the derivative

\[
W'(z)=V'(z)\,\theta(z)-S\,\delta(z),
\]

because \(W\) drops by \(S\) on entering the well; \(\theta\) is the unit step. Repeat the multiplication by \(\psi'\), now integrating over the whole line. All boundary terms vanish at both ends, and what remains is \(\int W'\psi^2dz=0\), or

\[
S\,\psi(0)^2=\int_0^\infty V'\psi^2dz .
\]

The wall pushes the electron inward with mean force \(S\psi(0)^2\), and the interior potential pushes it back equally hard. But \(S\psi(0)^2\) is the first-order energy per displacement with which we began. For equal masses and a flat outer potential, the roughness element of a finite step is thus also the mean confining force. The hard-wall identity is its limit.

**Q.** You threw away \(V\psi^2\) at the wall. An image potential goes as \(1/z\) and diverges there.

**A.** Near the wall \(\psi\approx\psi'(0)z\). If \(V\) behaves as \(z^{-p}\), then \(V\psi^2\) behaves as \(z^{2-p}\) and vanishes for \(p<2\). The integrand \(V'\psi^2\) behaves as \(z^{1-p}\), which is integrable for \(p<2\). The slope itself stays finite, since \(\psi''\) also behaves as \(z^{1-p}\). The image potential has \(p=1\) and is allowed. At \(p=2\) the argument breaks down, because a \(1/z^2\) term changes the leading power of \(\psi\) at the wall, and \(\psi\approx\psi'(0)z\) no longer holds.

**Q.** Could the mean force come out negative, if \(V\) slopes away from the wall in places?

**A.** \(V'\) may be negative in places, but its mean in a bound state cannot be. The left side of the identity is a square. Nor can it be zero: for \(V\) finite at the wall, a solution with \(\psi(0)=\psi'(0)=0\) vanishes everywhere, which contradicts normalization.

**Q.** Then try a square well between two hard walls. Inside it \(V'=0\), yet the slope is finite.

**A.** That case breaks an assumption, since the state does not extend to infinity. With a second hard wall at \(z=L\), the first bracket keeps both ends:

\[
\frac{\hbar^2}{2m}\left[\psi'(0)^2-\psi'(L)^2\right]=\int_0^L V'\psi^2dz .
\]

In the square well the two slopes are equal in magnitude and the right side is zero. There the far wall does the confining. For \(\psi=\sqrt{2/L}\,\sin(n\pi z/L)\) the roughness element of the near wall is

\[
\frac{\hbar^2}{2m}\,\frac{2n^2\pi^2}{L^3}=\frac{2E_n}{L},\qquad E_n=\frac{\hbar^2n^2\pi^2}{2mL^2}.
\]

The identity in its boxed form belongs to a state held against one wall by a smooth potential.

**Q.** And if the mass varies with depth?

**A.** Then there is another term. The kinetic operator is \(-\tfrac{\hbar^2}{2}(\psi'/m)'\). Put \(p=\psi'/m\), so that \(\psi'=mp\) and

\[
p'\psi'=mpp'=\tfrac12\left[(mp^2)'-m'p^2\right].
\]

Multiplying by \(-\hbar^2/2\), integrating, and keeping the potential term as before,

\[
\frac{\hbar^2}{4}\frac{\psi'(0)^2}{m(0)}+\frac{\hbar^2}{4}\int_0^\infty\frac{m'}{m^2}\psi'^2dz-\frac12\langle V'\rangle=0 .
\]

Hence

\[
\frac{\hbar^2}{2m(0)}\psi'(0)^2=\langle V'\rangle-\frac{\hbar^2}{2}\int_0^\infty\frac{m'}{m^2}\psi'^2dz .
\]

The plain identity needs a constant normal mass. I return to that case.

**Q.** The finite-step argument took \(\Delta\) small before \(U\) became large. A real displacement is fixed while you raise the wall, so \(\kappa\Delta\) is not small. Is \(M\) still the right coefficient?

**A.** Check it with a wall that is hard from the start. Put it at \(z=\Delta\), leave \(V(z)\) fixed in space, and measure distance from the wall by \(u=z-\Delta\). The state now vanishes at \(u=0\) for every \(\Delta\), and the displacement sits in the potential:

\[
H_\Delta=-\frac{\hbar^2}{2m}\frac{d^2}{du^2}+V(u+\Delta),\qquad V(u+\Delta)=V(u)+\Delta V'(u)+\dots
\]

For \(V\) smooth at the wall, first-order perturbation theory gives

\[
\frac{dE}{d\Delta}\bigg|_{\Delta=0}=\langle V'\rangle=\frac{\hbar^2}{2m}\psi'(0)^2 .
\]

No barrier height enters. What must be small is the change of \(V\) and of the state over the distance \(\Delta\).

In the model well above, displacing the wall by \(\pm0.01\) and taking the energy difference gives \(dE_0/d\Delta=2.3822\). The slope form and the mean force, each computed separately from the ground state, also give 2.3822. For the next three states the common values are 2.1818, 2.0085 and 2.4274, with slope form and force agreeing within \(5\times10^{-5}\).

**Q.** Is there a case simple enough to see without computing?

**A.** A uniform force, \(V=Fz\). Then \(\langle V'\rangle=F\) for every normalized state, so every subband has the same squared slope at the wall, \(2mF/\hbar^2\). The higher states reach farther from the wall and oscillate faster, and the two effects compensate. For a half-parabola \(V=\tfrac12m\omega^2z^2\), in contrast, the element is \(m\omega^2\langle z\rangle\), which grows with the extent of the state.

**Q.** Then between two subbands I simply use \(\int\psi_jV'\psi_i\,dz\).

**A.** That would be wrong. Repeating the finite-step limit for two states gives the slope product

\[
M_{ji}=\frac{\hbar^2}{2m}\,\psi_j'(0)\,\psi_i'(0),
\]

since \(\psi_j(0)\psi_i(0)=\psi_j'(0)\psi_i'(0)/(\kappa_j\kappa_i)\), and both \(\hbar^2\kappa^2/2m\) approach \(U\). To relate this to the force, differentiate the equation for \(\psi_i\):

\[
-\frac{\hbar^2}{2m}\psi_i'''+V\psi_i'+V'\psi_i=E_i\psi_i' .
\]

Multiply by \(\psi_j\) and integrate. Two integrations by parts move the second derivative onto \(\psi_j\):

\[
\int_0^\infty\psi_j\psi_i'''dz=\Big[\psi_j\psi_i''-\psi_j'\psi_i'\Big]_0^\infty+\int_0^\infty\psi_j''\psi_i'\,dz .
\]

The bracket vanishes at infinity. At the wall \(\psi_j\psi_i''=0\), because \(\psi_i''=(2m/\hbar^2)(V-E_i)\psi_i\) and \(V\psi_j\psi_i\to0\). Subtracting the lower limit leaves \(+\psi_j'(0)\psi_i'(0)\). With the factor \(-\hbar^2/2m\) this is \(-M_{ji}\).

Define \(D_{ji}=\int\psi_j\psi_i'\,dz\) and \(V'_{ji}=\int\psi_jV'\psi_i\,dz\). The remaining integral combines with \(V\psi_j\) into \(E_j\psi_j\), so

\[
-M_{ji}+E_jD_{ji}+V'_{ji}=E_iD_{ji},
\]

and therefore

\[
\boxed{\;M_{ji}=V'_{ji}-(E_i-E_j)\,D_{ji}\;}
\]

For \(i=j\) the energy difference vanishes and the first identity returns. Moreover \(D_{ii}=\tfrac12[\psi_i^2]_0^\infty=0\).

**Q.** How large is the extra term?

**A.** In the model well, for the two lowest states with both wall slopes taken positive, \(V'_{01}=-0.2665\), while the slope product is \(M_{01}=2.2798\). The force alone has the wrong sign and about a ninth of the magnitude. With the derivative term the right side is also 2.2798. Over all pairs of the four lowest states, the largest difference between the two sides is \(4.1\times10^{-5}\).

The mean forces still determine the size of the element. The definition of \(M_{ji}\) as a product gives

\[
M_{ji}^2=M_{jj}M_{ii},
\]

so \(|M_{ji}|\) is the geometric mean of the two confining forces. Here \(\sqrt{2.3822\times2.1818}=2.2798\).

## Second half: the rough wall and a silicon layer

The symbols carry over. The state \(\psi_i(z)\) has energy \(E_i\), vanishes at a hard wall at \(z=0\), and has constant normal mass \(m\). \(M_{ji}=(\hbar^2/2m)\psi_j'(0)\psi_i'(0)\) is the element per wall displacement, \(V'_{ji}\) the matrix element of the potential gradient, and \(D_{ji}\) that of \(d/dz\). The first half showed that \(M_{ii}=\langle V'\rangle\) and \(M_{ji}=V'_{ji}-(E_i-E_j)D_{ji}\). The Fourier component of the wall displacement is \(\Delta_{\mathbf q}\).

**Q.** For a hard wall you have displaced only a flat one. A wall that varies along the surface also tilts, and the electron moves sideways with another mass. Does \(\Delta_{\mathbf q}M_{ji}\) survive?

**A.** It does at first order in \(\Delta\), for elastic scattering. Let the in-plane mass be \(m_\parallel\) and flatten the wall with \(u=z-\Delta(\mathbf r)\). At fixed \(\mathbf r\) this is a shift, so the volume element is unchanged. Derivatives become

\[
\partial_z=\partial_u,\qquad \nabla\big|_z=\nabla-(\nabla\Delta)\,\partial_u .
\]

Squaring the in-plane gradient and dropping the term with \((\nabla\Delta)^2\),

\[
\big(\nabla-(\nabla\Delta)\partial_u\big)^2=\nabla^2-(\nabla^2\Delta)\,\partial_u-2\,\nabla\Delta\cdot\nabla\,\partial_u+\dots
\]

One of the two cross terms differentiates \(\nabla\Delta\) as well as the state; this produces \(\nabla^2\Delta\). The kinetic prefactor \(-\hbar^2/2m_\parallel\) reverses the signs, and \(V(u+\Delta)\) adds \(\Delta V'\). The perturbation is

\[
H_1=\Delta\,V'(u)+\frac{\hbar^2}{2m_\parallel}\left[(\nabla^2\Delta)+2\,\nabla\Delta\cdot\nabla\right]\partial_u .
\]

Let it act on \(e^{i\mathbf k\cdot\mathbf r}\psi_i(u)\), and take the component \(\Delta_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\). The square bracket becomes \(-q^2-2\mathbf q\cdot\mathbf k\), which equals \(-(k'^2-k^2)\) for \(\mathbf k'=\mathbf k+\mathbf q\). The matrix element is

\[
\Delta_{\mathbf q}\left[V'_{ji}-\frac{\hbar^2(k'^2-k^2)}{2m_\parallel}D_{ji}\right].
\]

Static roughness conserves the total energy:

\[
E_j+\frac{\hbar^2k'^2}{2m_\parallel}=E_i+\frac{\hbar^2k^2}{2m_\parallel}
\quad\Rightarrow\quad
\frac{\hbar^2(k'^2-k^2)}{2m_\parallel}=E_i-E_j .
\]

The bracket is then the right side of the two-state identity, so the element is \(\Delta_{\mathbf q}M_{ji}\). The in-plane mass has dropped out. Within one subband \(D_{ii}=0\), and the element is \(\Delta_{\mathbf q}\langle V'\rangle\) whether or not \(k'=k\).

To first order in the wall displacement, elastic roughness scattering has the matrix element \(\Delta_{\mathbf q}M_{ji}\), fixed by the wall slopes of the two states; within one subband, \(M_{ii}\) is the mean confining force. It remains to test this on a corrugated wall solved without perturbation theory, and to apply it to a silicon inversion layer with image potential, finite barrier and screening.
